\section*{Curvature of an oxidised plate beyond the Stoney thin-film limit}

\section{Problem}

A flat metal plate is oxidised on one face. The remaining metal has thickness $h_s$, the oxide has thickness $h_f$, and the two are perfectly bonded. Both are isotropic and linearly elastic, with the same Young modulus $E$ and Poisson ratio $\nu$. The plate is free of external loads, and its deflection is small.

The mismatch strain $e_m$ is the equal biaxial elastic strain that the oxide would have if it were held on a rigid, flat substrate. It is uniform through the oxide and negative for compression. Curvature $k$ is positive when the plate is concave on the oxide side. Write $H=h_s+h_f$, $h=h_f/h_s$ and $M=E/(1-\nu)$.

\begin{enumerate}
\item[(a)] Find $k$ for any thickness ratio, away from the plate edge.
\item[(b)] The Stoney estimate $k_{\rm St}$ lets the oxide force act at the metal surface and counts the bending stiffness of the metal alone. Show that for $h=1/10$ the bilayer curvature is about 25 percent below $k_{\rm St}$ when both are evaluated at the same $e_m$ and $h_s$.
\item[(c)] A nickel disc of diameter 5 mm carries 10 $\mu$m of NiO on 100 $\mu$m of remaining metal. It cools from 1300 to 300 K. Take $E=200$ GPa and $\nu=0.31$ for both layers, and let the metal expansivity exceed that of the oxide by $0.5\times10^{-6}$ K$^{-1}$. Find the curvature. Then compare the oxide stress that Stoney's formula infers from it with the actual mean oxide stress.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item What do the in-plane force and the bending moment add up to in a plate without external loads?
\item With equal moduli, measure height from the midplane of the whole plate. The force and moment equations then separate.
\item Write both curvatures as a moment divided by a stiffness, and see which of the two differs.
\item In (c), ask whether the oxide keeps the stress it had while the metal was held flat.
\end{enumerate}

\section{Solution}

\subsection{(a) The bilayer curvature}

Let $\zeta$ be the height above the midplane of the whole plate, increasing towards the oxide. Try the displacements
\begin{equation}
u=(a-k\zeta)x,\qquad v=(a-k\zeta)y,\qquad w=\tfrac12 k(x^2+y^2)+g(\zeta).
\end{equation}
For $k>0$ the rim rises towards the oxide side, as the sign convention requires. The transverse shear strain vanishes, because $\partial u/\partial\zeta+\partial w/\partial x=-kx+kx=0$, and likewise for $y$. The total in-plane strain is $a-k\zeta$ in both directions, so the elastic strain is
\begin{equation}
e(\zeta)=
\begin{cases}
a-k\zeta & \text{in the metal},\\
a-k\zeta+e_m & \text{in the oxide}.
\end{cases}
\label{eq:strain}
\end{equation}
The faces are free, so we choose $g$ to make the normal stress zero. Hooke's law for equal in-plane stresses then reads $e=(\sigma-\nu\sigma)/E$, or $\sigma=Me$. This stress depends on $\zeta$ alone, so its in-plane derivatives vanish and local equilibrium holds. The field is therefore a solution of three-dimensional linear elasticity in the interior. At the rim it can satisfy zero total force and moment, but not zero traction at every height. By Saint-Venant's principle the resulting error is confined to a border about as wide as the plate is thick.

Zero force per unit length fixes $a$. The term in $k$ drops out because $\int\zeta\,d\zeta=0$ over the whole thickness:
\begin{equation}
0=\int_{-H/2}^{H/2}\sigma\,d\zeta=M(aH+e_mh_f)
\quad\Longrightarrow\quad a=-e_m\frac{h_f}{H}.
\label{eq:a}
\end{equation}
Zero moment fixes $k$. Now the term in $a$ drops out for the same reason. The oxide occupies $H/2-h_f<\zeta<H/2$, so
\begin{equation}
\int_{\rm oxide}\zeta\,d\zeta
=\frac12\left[\frac{H^2}{4}-\left(\frac H2-h_f\right)^2\right]
=\frac{h_f(H-h_f)}2=\frac{h_fh_s}{2}.
\end{equation}
With $\int\zeta^2d\zeta=H^3/12$ over the plate,
\begin{equation}
0=\int_{-H/2}^{H/2}\zeta\sigma\,d\zeta
=M\left(-k\frac{H^3}{12}+e_m\frac{h_fh_s}{2}\right)
\quad\Longrightarrow\quad
k=\frac{6e_mh_fh_s}{H^3}.
\label{eq:k}
\end{equation}
The modulus has cancelled. The result has the same form in atomic units, with lengths in bohr and moduli in hartree per cubic bohr.

\subsection{(b) Comparison with Stoney}

In the Stoney estimate the force per length $Me_mh_f$ acts at distance $h_s/2$ from the metal midplane, against the stiffness $Mh_s^3/12$:
\begin{equation}
M\frac{h_s^3}{12}k_{\rm St}=Me_mh_f\frac{h_s}{2}
\quad\Longrightarrow\quad
k_{\rm St}=\frac{6e_mh_f}{h_s^2}.
\label{eq:stoney}
\end{equation}
The moment equals that in Eq.~(\ref{eq:k}). In this accounting the whole difference lies in the stiffness, $H^3$ against $h_s^3$:
\begin{equation}
\frac{k}{k_{\rm St}}=\left(\frac{h_s}{H}\right)^3=\frac1{(1+h)^3}.
\label{eq:ratio}
\end{equation}
For $h=1/10$ this is $1/1.331=0.7513$. The bilayer curvature is 24.9 percent below the Stoney value, as was to be shown. Relative to the bilayer value, Stoney is 33.1 percent too high.

The split into moment and stiffness depends on the reference plane. Seen from the metal midplane, the oxide force acts at $(h_s+h_f)/2$. An oxide that pulled but had no stiffness would therefore give $k/k_{\rm St}=1+h=1.10$. Restoring its stiffness must supply the remaining factor $(1+h)^{-4}=0.683$. The finite lever arm raises the curvature, the oxide stiffness lowers it more, and the product is again 0.7513.

For a thin oxide, $1-k/k_{\rm St}=3h-6h^2+\dots$. At $h=1/10$ the first term gives 30 percent and the first two give 24 percent, so the linear correction alone is too large. At $h=0.01$ the full deficit is 2.9 percent, and at $h=0.05$ it is 13.6 percent.

For a thick oxide, Eq.~(\ref{eq:k}) tends to $6e_mh_s/h_f^2$. This is Stoney's formula with the metal as the thin layer. The sign is unchanged because the metal has the opposite mismatch and lies on the opposite face. Between these limits, at fixed $h_s$ and $e_m$, $|k|$ is proportional to $h/(1+h)^3$. Its derivative is proportional to $1-2h$, so $|k|$ peaks at $h=1/2$, whereas the Stoney value keeps growing.

\subsection{(c) The nickel disc}

The metal contracts more than the oxide and compresses it, so
\begin{equation}
e_m=-(0.5\times10^{-6}\,{\rm K^{-1}})(1000\,{\rm K})=-5.0\times10^{-4}.
\end{equation}
Equations (\ref{eq:stoney}) and (\ref{eq:ratio}) give
\begin{align}
k_{\rm St}&=\frac{6(-5.0\times10^{-4})(10\times10^{-6}\,{\rm m})}
{(100\times10^{-6}\,{\rm m})^2}=-3.00\ {\rm m^{-1}},\\
k&=\frac{-3.00\ {\rm m^{-1}}}{1.331}=-2.25\ {\rm m^{-1}}.
\end{align}
The latter is $-2.25\times10^{-10}$ \AA$^{-1}$. The disc is convex on the oxide side, with a radius of curvature of 444 mm.

For the stresses, $M=200/0.69=289.9$ GPa. Held flat on a rigid substrate, the oxide would carry $Me_m=-144.9$ MPa. In the free plate the compressed oxide stretches the metal ($a>0$) and bends the plate, and both relieve part of this stress. The oxide midplane lies at $\zeta=h_s/2$, and the strain is linear within the oxide, so its mean is the value there:
\begin{align}
\frac{\bar\sigma_f}{Me_m}
&=1-\frac{h_f}{H}-\frac{k}{e_m}\frac{h_s}{2}
=\frac1{1+h}-\frac{3h}{(1+h)^3}\nonumber\\
&=\frac{(1+h)^2-3h}{(1+h)^3}
=\frac{1-h+h^2}{(1+h)^3}.
\label{eq:mean}
\end{align}
At $h=1/10$ this is $0.91/1.331$, so $\bar\sigma_f=-99.1$ MPa, or $-6.18\times10^{-4}$ eV/\AA$^3$.

Stoney's formula, read backwards from the bilayer curvature, infers
\begin{equation}
\sigma_{\rm inf}=\frac{Mh_s^2k}{6h_f}=\frac{Me_m}{(1+h)^3}=-108.9\ {\rm MPa}.
\end{equation}
In magnitude this is 25 percent below the held-flat stress but 10 percent above the actual mean stress. The condition in part (b) that both curvatures be evaluated at the same $e_m$ therefore matters. If the actual mean stress is held fixed instead, the bilayer curvature is $1/(1-h+h^2)=1.099$ times the Stoney value, and the sign of the error is reversed.

\subsection{The model beside a real nickel scale}

The material values here are rough typical ones, and equal moduli are an idealisation. The expansivity difference is a small difference between two larger numbers, so the curvature itself is uncertain. The ratio in Eq.~(\ref{eq:ratio}) does not depend on it. A uniform growth strain would add to $e_m$ and also leave the ratio unchanged. The main assumption in doubt is elastic behaviour during cooling. Nickel melts near 1730 K. If the expansivity difference stays constant during cooling, 43.5 percent of the mismatch arises above half that temperature, where creep may relax it. If that part vanished without leaving any bend, both curvatures would fall by 43.5 percent at the same ratio. Creep that leaves a permanent bend can also change the ratio, by an amount that depends on how each layer creeps and that this model cannot give. At room temperature, and away from the rim, the largest metal stress is at the interface, $\zeta=(h_s-h_f)/2$, where Eqs.~(\ref{eq:strain})--(\ref{eq:k}) give
\begin{equation}
\sigma_i=-Me_m\left[\frac{h}{1+h}+\frac{3h(1-h)}{(1+h)^3}\right]=42.6\ {\rm MPa}.
\end{equation}
This is 0.71 of a rough yield stress of 60 MPa, which leaves little margin: the stress is proportional to $e_m$, so an expansivity difference of about $0.7\times10^{-6}$ K$^{-1}$ would already reach yield. Where the interface meets the free rim, the elastic stress is higher still, so local yielding is likely there. The choice of thickness matters too. The cubic cells of Ni and NiO each hold four nickel atoms, and their edges are roughly 3.52 and 4.18 \AA, so the volume ratio is $(4.18/3.52)^3=1.675$. If all the expansion goes into thickness and no metal is lost, the original plate was $100+10/1.675=105.97$ $\mu$m thick. Putting that value into Stoney's formula reduces the apparent deficit to 15.6 percent. Finally, the stored energy per area is $\int\sigma e\,d\zeta=h_fe_m\bar\sigma_f=0.50$ J/m$^2$, because the parts of $e$ containing $a$ and $k$ drop out by force and moment balance. This is about a tenth of a rough interface toughness of 5 J/m$^2$, so at that toughness and this mismatch the stored energy cannot pay for complete detachment. The energy grows as $e_m^2$ and, in this elastic model, would reach 5 J/m$^2$ at $|e_m|\approx1.6\times10^{-3}$, about three times the value assumed. Given the uncertain expansivity difference and the neglected growth strain, the estimate does not show that a real scale stays attached.

\section{Variation 1: unequal moduli}

\textbf{Question.} Let the oxide have biaxial modulus $mM_s$, where $M_s$ is that of the metal. How does the deficit change, and what does crystal texture in the nickel do to it?

\textbf{Solution.} Measure $z$ from the metal midplane and redefine $a$ as the total strain there. The oxide midplane is at $d=(h_s+h_f)/2$, and the mean oxide elastic strain is $s=a+e_m-kd$. Force balance, $ah_s+mh_fs=0$, gives $a=-mhs$. Hence $s(1+mh)=e_m-kd$. Moment balance about the metal midplane is
\begin{equation}
mh_fd\,s=\frac{k}{12}\left(h_s^3+mh_f^3\right).
\end{equation}
Insert $s$ and $d=h_s(1+h)/2$, then multiply by $12(1+mh)/h_s^3$:
\begin{equation}
\frac{6mh(1+h)e_m}{h_s}
=k\left[(1+mh)(1+mh^3)+3mh(1+h)^2\right].
\end{equation}
The Stoney value is now $k_{\rm St}=6mhe_m/h_s$. Expanding the bracket gives
\begin{equation}
\frac{k}{k_{\rm St}}=\frac{1+h}{1+4mh+6mh^2+4mh^3+m^2h^4}.
\end{equation}
At $m=1$ the denominator is $(1+h)^4$, and Eq.~(\ref{eq:ratio}) returns.

For textured nickel take rough cubic constants $C_{11}=250$, $C_{12}=150$ and $C_{44}=125$ GPa. With a (100) surface, zero normal stress requires a normal strain $-2C_{12}e/C_{11}$. The biaxial modulus is then $C_{11}+C_{12}-2C_{12}^2/C_{11}=220$ GPa.

With a (111) surface of unit normal $n$, write the strain as $\bar e\,I+\delta(nn-I/3)$. The second part has only shear components on the cube axes, so the stress is $B\bar e\,I+2C_{44}\delta(nn-I/3)$ with $B=C_{11}+2C_{12}$. Zero normal stress gives $B\bar e=-\tfrac43C_{44}\delta$. The in-plane stress is then $-2C_{44}\delta$, and the in-plane strain is $\bar e-\delta/3=-\delta(B+4C_{44})/(3B)$. Their ratio is $6C_{44}B/(B+4C_{44})=393$ GPa.

Keeping the oxide at 289.9 GPa, $m$ is 1.318 for (100) and 0.738 for (111). The deficits at $h=1/10$ are 31.7 and 18.1 percent, each relative to the Stoney value for its own $m$. The figure of 25 percent thus belongs to equal moduli, and these two textures give deficits about seven percentage points above and below it. Not all of that shift is due to texture, because untextured nickel with the same cubic constants need not have the modulus of 289.9 GPa assumed in part (c).

\section{Variation 2: a wider disc}

\textbf{Question.} When does stretching of the midplane spoil the small-deflection result for a disc of radius $R$ with equal moduli?

\textbf{Solution.} Assume that the disc stays spherical, $w=kr^2/2$. With radial displacement $u$, the midplane strains are $e_r=u'+k^2r^2/2$ and $e_\theta=u/r$, so $e_r-(re_\theta)'=k^2r^2/2$. Radial equilibrium is $\sigma_\theta=(r\sigma_r)'$. Try
\begin{equation}
\sigma_r=A(R^2-r^2),\qquad \sigma_\theta=A(R^2-3r^2),
\end{equation}
which satisfies equilibrium and leaves the rim free. Hooke's law turns the strain condition into $8Ar^2/E=k^2r^2/2$, so $A=Ek^2/16$. Averaged over the disc, $\sigma_r^2$ is $A^2R^4/3$, $\sigma_\theta^2$ is $A^2R^4$, and $\sigma_r\sigma_\theta$ is zero. The stretching energy per area is therefore
\begin{equation}
\frac{H}{2E}\,\frac43A^2R^4=\frac{EHk^4R^4}{384}.
\end{equation}
Let $k_0$ be the small-deflection curvature of Eq.~(\ref{eq:k}). Departing from it costs $MH^3(k-k_0)^2/12$ per area. Setting the derivative of the total energy to zero gives
\begin{equation}
\frac{MH^3}{6}(k-k_0)+\frac{EHk^3R^4}{96}=0
\quad\Longrightarrow\quad
\frac{k_0}{k}=1+(1-\nu)\left(\frac{kR^2}{4H}\right)^2.
\end{equation}
For the 5 mm disc the centre-to-edge deflection is $|k_0|R^2/2=7.0$ $\mu$m, against a thickness of 110 $\mu$m, and the curvature averaged over the disc falls by 0.07 percent. The true shape is not exactly spherical: without that assumption, the curvature at the centre falls by about 0.16 percent. The correction is negligible here. At fixed mismatch and thickness it grows as $R^4$ while it is small (doubling the diameter raises the average loss to about 1.1 percent) and more slowly after that, so this conclusion does not carry over to much wider discs, where the spherical shape itself also becomes doubtful. The numerical output below lists the inputs and the main results.

\section*{Computed values}
\begin{verbatim}
INPUTS (material values rough)
metal, oxide thickness: 100, 10 micrometre
disc diameter: 5.0 mm
Young modulus: 200 GPa; Poisson ratio: 0.31
biaxial modulus M: 289.9 GPa
cooling from, to: 1300, 300 K
expansion difference metal-oxide: 5.0e-07 1/K
mismatch strain: -5.00e-04
MAIN RESULTS
Stoney curvature: -3.000 1/m
exact bilayer curvature: -2.254 1/m
same exact curvature: -2.254e-10 1/angstrom
radius of curvature, magnitude: 443.7 mm
exact/Stoney: 0.7513; deficit: 24.87 percent
Stoney excess over exact: 33.1 percent
deficit to first order in h: 30.0 percent
deficit to second order: 24.0 percent
deficit at h=0.01: 2.94 percent
deficit at h=0.05: 13.62 percent
pull without oxide stiffness, k/k_St: 1.1000
factor from oxide stiffness: 0.6830
STRESS
oxide stress if held flat, M e_m: -144.9 MPa
stress inferred by Stoney: -108.9 MPa
actual mean oxide stress: -99.1 MPa
same mean stress: -6.184e-04 eV/angstrom^3
k/k_St at fixed mean stress: 1.0989
NEGLECTED EFFECTS
Ni C11, C12, C44 (rough): 250, 150, 125 GPa
Ni M for (100), (111): 220.0, 392.9 GPa
modulus ratio m for (100), (111): 1.318, 0.738
deficit on (100) Ni: 31.7 percent
deficit on (111) Ni: 18.1 percent
lattice Ni, NiO (rough): 3.52, 4.18 angstrom
oxide/metal volume ratio: 1.675
original metal thickness: 105.97 micrometre
deficit using original metal: 15.6 percent
metal stress at interface: 42.6 MPa
rough room-temperature yield stress: 60 MPa
stress/yield: 0.71
rough Ni melting temperature: 1730 K
mismatch formed above half melting: 43.5 percent
centre-to-edge deflection: 7.04 micrometre
finite-deflection curvature loss: 0.071 percent
curvature factor, mismatch gradient: 1.0333
stored elastic energy: 0.495 J/m^2
rough interface toughness: 5.0 J/m^2
stored energy/toughness: 0.099
\end{verbatim}
